Adsorption minima of a rigid two-donor precursor on a square lattice

**Problem**

A precursor molecule binds to a surface through two identical donor atoms a fixed distance d apart. It is treated as rigid and lies flat, so both donors have the same height z. Its centre is above the point (X, Y), and φ is the angle between the donor–donor line and the x axis. The surface is a rigid square lattice of constant a with atoms at (0, 0), (a, 0), (0, a) and so on. These are the top sites. The bridge sites are equivalent to (a/2, 0) or (0, a/2), and the hollow sites to (a/2, a/2).

A single donor above the point (x, y) has the energy

V(x, y, z) = τ M_T(z) + (1 − τ) M_H(z),

τ(x, y) = (2 + cos gx + cos gy)/4, g = 2π/a,

with the Morse curves

M_s(z) = D_s [e^(−2α(z − z_s)) − 2 e^(−α(z − z_s))], s = T, H.

The weight τ is 1 on top, 1/2 on bridge and 0 on hollow. The top and hollow curves are therefore inputs, while the bridge curve is their mean. The molecular energy is the sum over the two donors. Tilt, the interaction of the backbone with the surface, neighbouring molecules and surface relaxation are left out.

Assume that D_T and D_H are positive and that at the hollow's own equilibrium height the top curve is the lower one:

M_T(z_H) < −D_H. (1)

Since M_T is nowhere below −D_T, this implies D_T > D_H. The donors are then called top-seeking.

(a) Eliminate z, and show that energy minima are maxima of a purely geometrical function.

(b) For 0 < d < 3a/2, d ≠ a/2, find all local minima and classify them by the site under the molecular centre.

(c) Decide which minimum is lowest.

(d) Evaluate the case a = 3.00 Å, α = 1.50 Å⁻¹, D_T = 0.80 eV, D_H = 0.40 eV, z_T = 2.10 Å, z_H = 2.00 Å for d = 1.2, 2.7, 3.3 and 3.9 Å. These are round model parameters, not those of a particular material.

(e) Examine d = a/2, hollow-seeking donors, a violation of (1), and longer molecules.

**Solution**

**(a) Reduction to geometry**

The donors are at (X ± u, Y ± v), with u = (d/2) cos φ and v = (d/2) sin φ. Adding the cosines for the two signs gives

cos g(X + u) + cos g(X − u) = 2 cos gX cos gu,

and likewise for Y. Define

κ = πd/a, A = cos(κ cos φ), B = cos(κ sin φ),

S = A cos gX + B cos gY.

Because gu = κ cos φ and gv = κ sin φ, the mean top weight of the two donors is

τ̄ = (4 + 2S)/8 = (2 + S)/4,

and the molecular energy is 2[τ̄ M_T(z) + (1 − τ̄) M_H(z)]. Position and azimuth enter only through S, which lies between −2 and 2.

To relax the height, put w = e^(−αz), Q_s = D_s e^(αz_s) and R_s = D_s e^(2αz_s). Then M_s = R_s w² − 2Q_s w. With Q̄ = τ̄Q_T + (1 − τ̄)Q_H and R̄ defined in the same way, completing the square gives

2(R̄w² − 2Q̄w) = 2R̄ (w − Q̄/R̄)² − 2Q̄²/R̄.

Both R̄ and Q̄ are positive, so there is one optimal height for each S:

z* = (1/α) ln(R̄/Q̄), E = −2Q̄²/R̄. (2)

A local minimum in all four coordinates must have z = z*, and its (X, Y, φ) must be a local minimum of E. Conversely, a local minimum of E gives one of the full energy, because the full energy is nowhere below E.

It remains to find how E varies with τ̄. At fixed z the energy is linear in τ̄, and E is the minimum of these linear functions over z. A minimum of linear functions is concave, so the slope of E cannot increase with τ̄. The derivative through z* vanishes, because z* is stationary, which leaves

dE/dτ̄ = 2[M_T(z*) − M_H(z*)].

At τ̄ = 0 the height is z_H and the slope is 2[M_T(z_H) + D_H], negative by (1). By concavity it stays negative up to τ̄ = 1. Hence E falls strictly as S rises, and the energy minima are the maxima of S.

**(b) The local minima**

Exchanging the donors changes φ by 180°, and the reflections of the lattice relate the four quadrants, so 0 ≤ φ ≤ 90° suffices.

*The centre.* Suppose first that A and B are nonzero. Stationarity in X requires

∂S/∂X = −gA sin gX = 0,

so cos gX = ±1. The second derivative, −g²A cos gX, is negative only if cos gX has the sign σ_A of A. Similarly cos gY = σ_B. The centre is therefore on

- top if A > 0 and B > 0,
- bridge if A and B have opposite signs,
- hollow if A < 0 and B < 0.

With the centre so placed, S = |A| + |B|, which remains to be maximised over φ.

*Vanishing amplitudes.* Let A = 0 at an oblique azimuth, 0 < φ < 90°. Since κ < 3π/2, this means κ cos φ = π/2, and A′ = dA/dφ = κ sin φ sin(κ cos φ) = κ sin φ ≠ 0. At this azimuth S does not depend on X. If the point were a local maximum, nearby points with shifted X would have the same S and would be local maxima too. Choose one with sin gX ≠ 0. There

∂²S/∂X² = 0, ∂²S/∂X∂φ = −gA′ sin gX ≠ 0,

so the determinant of second derivatives in X and φ is negative and the point is a saddle. This is a contradiction. The same argument with Y excludes B = 0. At φ = 0 one has B = 1 and A = cos κ, which vanishes in the given range only at the excluded value d = a/2. The azimuth 90° is equivalent.

*The azimuth.* Let h(φ) = σ_A A + σ_B B and sinc x = sin x/x. Differentiation gives

h′ = σ_A κ sin φ sin(κ cos φ) − σ_B κ cos φ sin(κ sin φ)

= κ² sin φ cos φ [σ_A sinc(κ cos φ) − σ_B sinc(κ sin φ)]. (3)

At φ = 0 the prefactor vanishes with slope κ², and σ_B = +1, so

h″(0) = κ² (σ_A sinc κ − 1) < 0,

because |sinc κ| < 1 for κ > 0. The aligned orientation is thus a minimum of the energy. Its centre follows from the sign of cos κ: top for d < a/2, bridge for a/2 < d < 3a/2. In the bridge case the centre is (a/2, 0) and the donors lie along the line joining the two atoms of the bridge.

At oblique azimuths the bracket in (3) must vanish. Write c = κ cos φ and s = κ sin φ, both positive and below 3π/2.

If the signs are opposite, one argument is below π/2, where sinc exceeds 2/π. The bracket could vanish only if sinc of the other argument were the negative of this. But sinc is negative only beyond π, where its magnitude is below 1/π. There is no solution.

If the signs are equal, sinc c = sinc s is required. For two positive signs both arguments are below π/2. For two negative signs both exceed π/2, and since c² + s² = κ² < 9π²/4, the larger one is below √(9/4 − 1/4) π = √2 π. So it is enough that sinc decreases strictly up to √2 π. Its derivative is f(x)/x² with

f(x) = x cos x − sin x, f′(x) = −x sin x.

From f(0) = 0, f falls until x = π and then rises, so only its value at x = √2 π needs checking. Put ε = 3π/2 − √2 π. Then cos x = −sin ε and sin x = −cos ε, so f = cos ε − x sin ε, which is negative if x tan ε > 1. This holds, since

x tan ε > xε = (3/√2 − 2)π² > 0.12 × 9 > 1.

Hence c = s, and φ = 45° is the sole oblique stationary azimuth.

There, with t = κ/√2 and common sign σ, dc/dφ = −t and ds/dφ = t. Since the bracket itself is zero, only its derivative contributes:

h″(45°) = (κ²/2) σ (−2t sinc′ t) = −σκ² t sinc′ t.

As sinc′ t < 0, this has the sign of σ. It is a maximum of S only for σ = −1, that is for cos t < 0, or t > π/2. This means d > a/√2, and the centre is on hollow.

The complete list, up to lattice symmetry, is:

- aligned, top-centred, for d < a/2;
- aligned, bridge-centred, for a/2 < d < 3a/2;
- diagonal, hollow-centred, for a/√2 < d < 3a/2.

The centre label does not describe the donors. At d = a the bridge-centred molecule has both donors on top.

**(c) The lowest minimum**

For d < a/√2 the aligned minimum has no competitor. Beyond that, compare

S_bridge = 1 − cos κ = 2 sin²(κ/2), S_hollow = −2 cos(κ/√2).

They are equal when

sin²(πd/2a) = −cos(πd/√2a). (4)

This has one root in the range. For π/√2 < κ ≤ π both sides rise. With C = −cos(π/√2) < 1, the left side is above its starting value (1 + C)/2, which exceeds C, the largest value of the right side. Bridge is lower in energy. For π ≤ κ ≤ √2 π the left side falls from 1 while the right side rises to 1, so they cross once. For √2 π ≤ κ < 3π/2 the left side is below sin²(2π/3) = 3/4, while the right side stays above 0.98, because κ/√2 is within 0.2 of π. Hollow is lower.

The root is d/a = 1.20805, whatever the Morse parameters, provided (1) holds. Its position can be understood from the donors. Let δ be the lateral distance of each donor from its nearest atom. The aligned molecule spans atoms a apart and the diagonal one spans atoms √2 a apart, and near these ideal fits

S_bridge = 1 + cos gδ ≈ 2 − g²δ²/2 + g⁴δ⁴/24,

S_hollow = 2 cos(gδ/√2) ≈ 2 − g²δ²/2 + g⁴δ⁴/48.

To second order, equal misfits cost the same, which puts the crossing at the midpoint (1 + √2)a/2 ≈ 1.207a. The fourth-order term favours bridge and moves the crossing slightly outward.

**(d) Numerical case**

Condition (1) is satisfied:

M_T(z_H) = 0.80 (e^0.30 − 2e^0.15) eV = −0.779 eV < −0.40 eV.

The implied bridge curve has depth 0.597 eV and minimum height 2.07 Å. The transition lengths are a/2 = 1.50 Å (top to bridge), a/√2 = 2.12 Å (hollow minimum appears) and 1.20805 × 3.00 Å = 3.62 Å (bridge and hollow exchange order).

For d = 3.3 Å, κ = 3.4558. The aligned state has S = 1 + |cos κ| = 1.9511, hence τ̄ = 3.9511/4 = 0.988, and (2) gives E = −1.590 eV. The diagonal state has S = 1.5322, τ̄ = 0.883 and E = −1.505 eV. All four cases are:

- d = 1.2 Å: top, −1.459 eV, δ = 0.60 Å.
- d = 2.7 Å: bridge, −1.590 eV, δ = 0.15 Å; hollow, −1.362 eV, δ = 0.77 Å.
- d = 3.3 Å: bridge, −1.590 eV, δ = 0.15 Å; hollow, −1.505 eV, δ = 0.47 Å.
- d = 3.9 Å: bridge, −1.516 eV, δ = 0.45 Å; hollow, −1.587 eV, δ = 0.17 Å.

The bridge energies at 2.7 and 3.3 Å agree because these lengths miss a by the same amount, with δ = |d − a|/2. The hollow state lies above bridge by 0.228 eV (22.0 kJ/mol) at 2.7 Å and by 0.085 eV (8.2 kJ/mol) at 3.3 Å. At 3.9 Å it lies below by 0.071 eV (6.8 kJ/mol). The relaxed heights range only from 2.086 to 2.100 Å, so height alone would hardly distinguish these states. The higher minimum is metastable, but its lifetime depends on a barrier not calculated here.

As a test of the classification, the energy was followed downhill in all four coordinates from many random starts at seven ratios d/a from 0.30 to 1.40. The converged descents reached the listed classes and no others, as the numerical output shows.

**(e) Special cases and limits of validity**

*Very short molecules.* For κ → 0 the aligned and diagonal values of |A| + |B| differ by κ⁴/48, since cos⁴φ + sin⁴φ is 1 at 0° and 1/2 at 45°. The azimuthal preference thus vanishes as d⁴, while the centre remains held on top.

*The length d = a/2.* Here κ = π/2, and at φ = 0 the lateral variations of the two donors along x cancel. For gY = 0 and small φ,

S ≈ 1 + (κφ²/2)(cos gX − κ).

Since κ > 1, rotation lowers S for every X. The minimum is a flat valley along x, at −1.397 eV in the numerical case. The flatness belongs to this site model. A further term in cos 2gx would add up for the two donors instead of cancelling, and would corrugate the valley.

*Hollow-seeking donors.* If the two Morse curves are exchanged, τ becomes 1 − τ, which is the same as shifting the centre by (a/2, a/2). Top and hollow change places in the list, and the bridge-centred molecule lies perpendicular to the line joining the two atoms. The search at d/a = 1.10 found this bridge state and the diagonal top state.

*Violation of (1).* Raising z_T to 2.60 Å makes M_T(z_H) = +0.904 eV. E then rises with τ̄ up to τ̄ ≈ 0.075 and falls beyond. A local minimum of S with τ̄ below this value, that is, with both donors on or close to hollows, becomes a local minimum of the energy as well. Whether one exists depends on d: at d = 1.2 or 2.0 Å none does, and the list still holds. At d = a the search found it as a bridge-centred molecule perpendicular to the atom–atom line, in addition to the two minima of the list. A deeper top well is therefore not sufficient for the classification; the heights matter too.

*Longer molecules.* Just beyond d = 3a/2, cos κ is positive again and the aligned state returns to a top centre. Oblique minima can also occur. At d = √5 a = 6.71 Å the donors fit two atoms separated by (2a, a). The centre is on bridge, the donor line makes 63.43° with the line joining the two atoms of that bridge, and the energy is −2D_T = −1.60 eV, the lowest the model allows. The restriction d < 3a/2 in the classification therefore cannot simply be dropped.

Calculated quantities

```
lattice constant a = 3.00 A, Morse decay alpha = 1.50 1/A
top curve: depth 0.80 eV, height 2.10 A
hollow curve: depth 0.40 eV, height 2.00 A
resulting bridge curve: depth 0.5972 eV, height 2.0715 A
top curve at hollow height: -0.7790 eV
slope of relaxed energy at zero top weight: -0.7581 eV
search d/a = 0.30: top 0 deg
search d/a = 0.40: top 0 deg
search d/a = 0.68: bridge 0 deg
search d/a = 0.90: bridge 0 deg, hollow 45 deg
search d/a = 1.10: bridge 0 deg, hollow 45 deg
search d/a = 1.30: bridge 0 deg, hollow 45 deg
search d/a = 1.40: bridge 0 deg, hollow 45 deg
largest energy deviation, search against formula: 1.1e-15 eV
top to bridge at d = 1.5000 A
hollow minimum appears at d = 2.1213 A
bridge-hollow crossing: d/a = 1.20805, d = 3.6242 A
valley energy at d = a/2: -1.3965 eV
d = 1.2 A, kappa = 1.2566 rad
  top 0 deg: S = 1.3090, z = 2.0923 A, E = -1.4593 eV, donor-atom offset = 0.6000 A
d = 2.7 A, kappa = 2.8274 rad
  bridge 0 deg: S = 1.9511, z = 2.0995 A, E = -1.5900 eV, donor-atom offset = 0.1500 A
  hollow 45 deg: S = 0.8310, z = 2.0858 A, E = -1.3623 eV, donor-atom offset = 0.7713 A
  E(hollow) - E(bridge) = 0.2278 eV = 21.97 kJ/mol
d = 3.3 A, kappa = 3.4558 rad
  bridge 0 deg: S = 1.9511, z = 2.0995 A, E = -1.5900 eV, donor-atom offset = 0.1500 A
  hollow 45 deg: S = 1.5322, z = 2.0950 A, E = -1.5047 eV, donor-atom offset = 0.4713 A
  E(hollow) - E(bridge) = 0.0853 eV = 8.23 kJ/mol
d = 3.9 A, kappa = 4.0841 rad
  bridge 0 deg: S = 1.5878, z = 2.0956 A, E = -1.5160 eV, donor-atom offset = 0.4500 A
  hollow 45 deg: S = 1.9360, z = 2.0994 A, E = -1.5869 eV, donor-atom offset = 0.1713 A
  E(hollow) - E(bridge) = -0.0709 eV = -6.84 kJ/mol
curves exchanged, d/a = 1.10: bridge 90 deg, top 45 deg
top height 2.60 A: top curve at hollow height 0.9044 eV
  minima at d/a = 1.00: bridge 0 deg, bridge 90 deg, hollow 45 deg
d = 6.7082 A: oblique bridge minimum, 63.43 deg from the atom-atom line, E = -1.6000 eV
```
